**Jahn–Teller surface of a t2g⁵ octahedral carbonyl**

The program tests the tetragonal stabilisation $E_{tet}=F_E^2/(2K_E)$ and its competition with the trigonal value $E_{trig}=2F_T^2/(3K_T)$. Here $F_E,F_T$ are the linear couplings of the hole to $E_g$ and $T_{2g}$ displacements, and $K_E,K_T$ are the force constants. It asserts the selection rule from 48 symmetry operations, the hole rule from explicit many-electron operators, and both couplings from a 23-orbital metal–ligand model. Numerical searches of the five-dimensional surface are compared with the derived minima, and finite differences with the derived curvatures and saddle. Further assertions cover the spin-orbit instability limit and the weak-coupling splitting of the vibronic levels. For round parameters in the rough regime of V(CO)₆, the output gives $E_{tet}=34.18$ meV, $E_{trig}=17.09$ meV and a barrier of 12.82 meV. With a spin-orbit constant of 15.0 meV, the static stabilisation falls to 20.36 meV.

## Numerical verification

```python
"""
Jahn-Teller effect of a t2g^5 octahedral carbonyl (one hole, term 2T2g).
Result under test: tetragonal stationary points lie E_tet = F_E^2/(2 K_E) below
the octahedron; they are global minima if E_tet > E_trig = 2 F_T^2/(3 K_T).
F_E, F_T: linear couplings of the hole to Eg and T2g displacements (eV/nm).
K_E, K_T: force constants. Coordinates: (theta, eps, yz, zx, xy), in nm.
Orbital order: yz, zx, xy. Couplings come from d-pi* hopping b*exp(-dR/rho),
with pi* lying D above d, and W = sqrt(D^2 + 16 b^2).
All model parameters are round values in the rough regime of V(CO)6.
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.optimize import minimize, minimize_scalar

rng = np.random.default_rng(7)
s3 = np.sqrt(3.0)

# ---------- input parameters ----------
R0, rho = 0.200, 0.050            # nm
b, D = 1.0, 3.0                   # eV
b_sigma, E_sigma = 1.8, -8.0      # eV, sigma donors
KE_SI, KT_SI = 200.0, 25.0        # N/m
zeta = 0.015                      # eV
mass_C, mass_O, d_CO = 12.0, 16.0, 0.115   # u, u, nm
T = 300.0                         # K
to_eV_nm2 = 1.0 / (sc.e * 1e18)
KE, KT = KE_SI * to_eV_nm2, KT_SI * to_eV_nm2

# ---------- group theory from the 48 signed permutation matrices ----------
group = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        op = np.zeros((3, 3))
        for i in range(3):
            op[i, perm[i]] = signs[i]
        group.append(op)
axes = np.eye(3)
ligands = np.array([sg * axes[a] for a in range(3) for sg in (1, -1)])


def chi_E(op):
    return np.trace(abs(op)) - 1


def chi_T2(op):
    return 0.5 * (np.trace(op)**2 + np.trace(op @ op)) - np.trace(abs(op))


def chi_T1(op):
    return np.linalg.det(op) * np.trace(op)


def chi_square(op):
    return 0.5 * (chi_T2(op)**2 + chi_T2(op @ op))


def chi_vib(op):
    fixed = sum(np.allclose(op @ n, n) for n in ligands)
    return 2 * fixed * np.trace(op) - chi_T1(op)


def count(chi_a, chi_b):
    return float(np.mean([chi_a(op) * chi_b(op) for op in group]))


irreps = {"A1g": lambda op: 1.0, "Eg": chi_E, "T2g": chi_T2, "T1g": chi_T1}
in_square = {k: count(f, chi_square) for k, f in irreps.items()}
in_vib = {k: count(f, chi_vib) for k, f in irreps.items()}
assert np.allclose([in_square[k] for k in ("A1g", "Eg", "T2g", "T1g")],
                   [1, 1, 1, 0])
assert np.isclose(in_square["A1g"] + 2 * in_square["Eg"]
                  + 3 * in_square["T2g"], chi_square(np.eye(3)))
assert np.isclose(in_vib["Eg"], 2) and np.isclose(in_vib["T2g"], 2)
n_vib = chi_vib(np.eye(3))
assert np.isclose(n_vib, 33)

# ---------- hole rule from explicit many-electron operators ----------
lower, parity = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
annihilate = []
for p in range(6):
    m = np.eye(1)
    for q in range(6):
        m = np.kron(m, parity if q < p else lower if q == p else np.eye(2))
    annihilate.append(m)
full = np.zeros(64)
full[-1] = 1.0
h = rng.normal(size=(6, 6)) + 1j * rng.normal(size=(6, 6))
h = h + h.conj().T
fock = sum(h[p, q] * annihilate[p].T @ annihilate[q]
           for p in range(6) for q in range(6))
hole_states = np.array([a @ full for a in annihilate]).T
assert np.allclose(hole_states.T @ fock @ hole_states,
                   np.trace(h) * np.eye(6) - h.T)

# ---------- metal-ligand orbital model: 5 d, 12 pi*, 6 sigma ----------
d_forms = []
for i, j in ((1, 2), (2, 0), (0, 1)):
    form = np.zeros((3, 3))
    form[i, j] = form[j, i] = s3 / 2
    d_forms.append(form)
d_forms += [np.diag([-0.5, -0.5, 1.0]), np.diag([s3 / 2, -s3 / 2, 0.0])]


def orbital_hamiltonian(disp):
    H = np.diag([0.0] * 5 + [D] * 12 + [E_sigma] * 6)
    for k, n0 in enumerate(ligands):
        r = R0 * n0 + disp[k]
        length = np.linalg.norm(r)
        n = r / length
        ref = axes[(k // 2 + 1) % 3]
        u = ref - n * (n @ ref)
        u /= np.linalg.norm(u)
        v = np.cross(n, u)
        decay = np.exp(-(length - R0) / rho)
        for a, form in enumerate(d_forms):
            for col, t in ((5 + 2 * k, b * 2 / s3 * (u @ form @ n)),
                           (6 + 2 * k, b * 2 / s3 * (v @ form @ n)),
                           (17 + k, b_sigma * (n @ form @ n))):
                H[a, col] = H[col, a] = t * decay
    return H


modes = [np.array([w * n for w, n in zip((-1, -1, -1, -1, 2, 2), ligands)])
         / np.sqrt(12),
         np.array([w * n for w, n in zip((1, 1, -1, -1, 0, 0), ligands)]) / 2]
for i, j in ((1, 2), (2, 0), (0, 1)):
    modes.append(np.array([(n[i] * axes[j] + n[j] * axes[i]) / 2
                           for n in ligands]))
for m1 in range(5):
    for m2 in range(5):
        assert np.isclose(np.sum(modes[m1] * modes[m2]), float(m1 == m2))

levels, vectors = np.linalg.eigh(orbital_hamiltonian(np.zeros((6, 3))))
U = vectors[:, 6:9]
A = U[:3]
metal_weight = np.trace(A @ A.T) / 3
U = U @ A.T / np.sqrt(metal_weight)
assert np.allclose(U.T @ U, np.eye(3))


def orbital_slope(disp, step=1e-5):
    dH = (orbital_hamiltonian(step * disp)
          - orbital_hamiltonian(-step * disp)) / (2 * step)
    return U.T @ dH @ U


W = np.sqrt(D**2 + 16 * b**2)
FE = -4 * b**2 / (s3 * rho * W)
FT = -2 * b**2 / (R0 * W)
C = [np.diag([0.5, 0.5, -1.0]), np.diag([-s3 / 2, s3 / 2, 0.0])]
for i, j in ((1, 2), (2, 0), (0, 1)):
    m = np.zeros((3, 3))
    m[i, j] = m[j, i] = -1.0
    C.append(m)
assert np.allclose(levels[6:9], (D - W) / 2)
for k in range(5):
    hole_slope = -orbital_slope(modes[k]).T
    assert np.allclose(hole_slope, (FE if k < 2 else FT) * C[k], atol=1e-5)
# odd displacements (equal on opposite ligands) have no linear coupling
odd = np.repeat(rng.normal(size=(3, 3)), 2, axis=0)
assert np.allclose(orbital_slope(odd), 0, atol=1e-5)

# ---------- spin-orbit operator of the hole, unit constant ----------
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.diag([1, -1])]
so_electron = np.zeros((6, 6), complex)
for k in range(3):
    G = np.zeros((3, 3))
    i, j = (k + 1) % 3, (k + 2) % 3
    G[i, j], G[j, i] = -1, 1
    L = np.array([[1j * np.trace(x @ (G @ y - y @ G)) / 1.5
                   for y in d_forms[:3]] for x in d_forms[:3]])
    so_electron += np.kron(L, pauli[k] / 2)
so_hole = -so_electron.T
assert np.allclose(np.linalg.eigvalsh(so_hole), [-1, -1, .5, .5, .5, .5])

# ---------- lower adiabatic sheet ----------


def electronic(Q, fE, fT):
    return sum((fE if k < 2 else fT) * Q[k] * C[k] for k in range(5))


def elastic(Q, kT):
    return 0.5 * KE * (Q[0]**2 + Q[1]**2) + 0.5 * kT * np.sum(Q[2:]**2)


def sheet(Q, fE=FE, fT=FT, kT=KT, so=0.0):
    Q = np.asarray(Q, float)
    M = electronic(Q, fE, fT)
    if so:
        M = np.kron(M, np.eye(2)) + so * so_hole
    return elastic(Q, kT) + np.linalg.eigvalsh(M)[0]


def global_minimum(starts=14, **kw):
    """Search in pm and meV from random starts; return eV and nm."""
    best = None
    for _ in range(starts):
        res = minimize(lambda x: 1e3 * sheet(1e-3 * x, **kw),
                       rng.normal(size=5) * 8, method="BFGS")
        if best is None or res.fun < best.fun:
            best = res
    return best.fun * 1e-3, best.x * 1e-3


def hessian(Q, step=2e-5, **kw):
    out = np.zeros((5, 5))
    I = np.eye(5) * step
    for i in range(5):
        for j in range(5):
            out[i, j] = (sheet(Q + I[i] + I[j], **kw)
                         - sheet(Q + I[i] - I[j], **kw)
                         - sheet(Q - I[i] + I[j], **kw)
                         + sheet(Q - I[i] - I[j], **kw)) / (4 * step**2)
    return out


E_tet = FE**2 / (2 * KE)
E_trig = 2 * FT**2 / (3 * KT)
Q_tet = np.array([FE / KE, 0, 0, 0, 0])
tol = 2e-6   # eV, limit of the numerical minimiser

e_only_E, _ = global_minimum(fT=0.0)
e_only_T, _ = global_minimum(fE=0.0)
e_both, _ = global_minimum()
assert abs(e_only_E + E_tet) < tol
assert abs(e_only_T + E_trig) < tol
assert E_tet > E_trig and abs(e_both + E_tet) < tol
assert np.isclose(e_only_T / e_only_E, (rho / R0)**2 * KE / KT, rtol=1e-3)

# softer bending on the other side of the critical stiffness: trigonal wins
KT_crit = KE_SI * (rho / R0)**2
kT_soft = 0.8 * KT_crit * to_eV_nm2
e_soft, _ = global_minimum(kT=kT_soft)
assert abs(e_soft + 2 * FT**2 / (3 * kT_soft)) < tol
assert -e_soft > E_tet + 10 * tol

# section along theta: compressed and elongated sides
comp = minimize_scalar(lambda q: sheet([q, 0, 0, 0, 0]),
                       bounds=(-0.03, 0), method="bounded",
                       options={"xatol": 1e-9})
elong = minimize_scalar(lambda q: sheet([q, 0, 0, 0, 0]),
                        bounds=(0, 0.03), method="bounded",
                        options={"xatol": 1e-9})
assert abs(comp.x - Q_tet[0]) < 1e-6 and abs(comp.fun + E_tet) < 1e-8
assert abs(elong.fun + E_tet / 4) < 1e-8
gap_levels = np.linalg.eigvalsh(electronic(Q_tet, FE, FT))
gap = gap_levels[1] - gap_levels[0]
assert np.isclose(gap, 3 * E_tet)

# energy relaxed at fixed hole vector
for _ in range(5):
    c = rng.normal(size=3)
    c /= np.linalg.norm(c)
    res = minimize(lambda x: 1e3 * (elastic(1e-3 * x, KT)
                   + c @ electronic(1e-3 * x, FE, FT) @ c),
                   np.zeros(5), method="BFGS")
    p = c**2
    s = p[0] * p[1] + p[1] * p[2] + p[2] * p[0]
    assert abs(res.fun * 1e-3 + (1 - 3 * s) * E_tet + 3 * s * E_trig) < tol

# curvatures at the tetragonal minimum and at the orthorhombic saddle
soft = KT * (1 - E_trig / E_tet)
assert np.allclose(hessian(Q_tet), np.diag([KE, KE, soft, soft, KT]),
                   atol=2e-3 * KE)
assert np.isclose(hessian(Q_tet)[2, 2], soft, rtol=2e-3)
Q_orth = np.array([-FE / (2 * KE), 0, 0, 0, FT / KT])
grad = [(sheet(Q_orth + e) - sheet(Q_orth - e)) / 2e-5
        for e in np.eye(5) * 1e-5]
assert np.allclose(grad, 0, atol=1e-5)
assert np.sum(np.linalg.eigvalsh(hessian(Q_orth)) < 0) == 1
barrier = sheet(Q_orth) - sheet(Q_tet)
assert np.isclose(barrier, 0.75 * (E_tet - E_trig))

# ---------- spin-orbit coupling on the static surface ----------
for so in (zeta, 4 * zeta):
    H0 = hessian(np.zeros(5), so=so)
    assert np.isclose(H0[0, 0], KE * (1 - 4 * E_tet / (3 * so)), rtol=5e-3)
    assert np.isclose(H0[4, 4], KT * (1 - 4 * E_trig / (3 * so)), rtol=5e-3)
    assert (H0[0, 0] < 0) == (so < 4 * E_tet / 3)
e_so, Q_so = global_minimum(so=zeta)
stab_so = sheet(np.zeros(5), so=zeta) - e_so

# ---------- Eg nuclear motion ----------


def quantum(k_SI, mass_u):
    return sc.hbar * np.sqrt(k_SI / (mass_u * sc.atomic_mass)) / sc.e


hw_E = quantum(KE_SI, mass_C + mass_O)
hw_T = quantum(KT_SI, mass_C + mass_O * (1 + d_CO / R0)**2)


def vibronic_levels(so, n=11):
    a = np.diag(np.sqrt(np.arange(1, n)), 1)
    x, num, one = a + a.T, np.diag(np.arange(n)), np.eye(n)
    amp = FE * np.sqrt(hw_E / (2 * KE))
    H = np.kron(np.eye(6), hw_E * (np.kron(num, one) + np.kron(one, num)
                                   + np.eye(n * n))).astype(complex)
    H += amp * np.kron(np.kron(C[0], np.eye(2)), np.kron(x, one))
    H += amp * np.kron(np.kron(C[1], np.eye(2)), np.kron(one, x))
    H += so * np.kron(so_hole, np.eye(n * n))
    return eigh(H, eigvals_only=True, subset_by_index=[0, 5])


ham = np.exp(-1.5 * E_tet / hw_E)
assert np.allclose(vibronic_levels(0.0), hw_E - E_tet, atol=1e-6)
weak = 1e-4
lev = vibronic_levels(weak)
assert np.isclose(lev[2] - lev[0], 1.5 * weak * ham, rtol=0.02)
lev = vibronic_levels(zeta)
split_dyn = lev[2] - lev[0]

# ---------- nonlinear orbital response at the tetragonal minimum ----------
e_bent = np.linalg.eigvalsh(orbital_hamiltonian(Q_tet[0] * modes[0]))
gap_full = e_bent[8] - 0.5 * (e_bent[6] + e_bent[7])
dz, dx = 2 * Q_tet[0] / np.sqrt(12), -Q_tet[0] / np.sqrt(12)


def show(label, value, unit="", digits=2):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


for k in ("A1g", "Eg", "T2g", "T1g"):
    show(f"{k} in symmetric square of T2g", in_square[k], "", 0)
show("number of vibrations", n_vib, "", 0)
show("Eg sets among vibrations", in_vib["Eg"], "", 0)
show("T2g sets among vibrations", in_vib["T2g"], "", 0)
show("V-C length R", R0, "nm", 3)
show("decay length rho", rho, "nm", 3)
show("d-pi* hopping b", b, "eV")
show("pi* offset D", D, "eV")
show("sigma hopping", b_sigma, "eV")
show("sigma donor energy", E_sigma, "eV")
show("W", W, "eV")
show("t2g level", levels[6], "eV")
show("metal weight of t2g orbital", metal_weight)
show("K_E", KE_SI, "N/m", 0)
show("K_T", KT_SI, "N/m", 0)
show("K_E converted", KE, "eV/nm^2", 1)
show("K_T converted", KT, "eV/nm^2", 1)
show("F_E", FE, "eV/nm", 3)
show("F_T", FT, "eV/nm", 3)
show("E_tet", 1e3 * E_tet, "meV")
show("E_tet converted", E_tet * sc.e / (sc.h * sc.c * 100), "cm^-1", 0)
show("E_trig", 1e3 * E_trig, "meV")
show("E_trig/E_tet", E_trig / E_tet, "", 3)
show("critical K_T", KT_crit, "N/m", 1)
show("minimum found on full surface", 1e3 * e_both, "meV")
show("Q_theta at minimum", 1e3 * Q_tet[0], "pm")
show("axial bond change", 1e3 * dz, "pm")
show("equatorial bond change", 1e3 * dx, "pm")
show("best elongated energy, theta axis", 1e3 * elong.fun, "meV")
show("vertical gap, linear model", 1e3 * gap, "meV", 1)
show("vertical gap, full orbital model", 1e3 * gap_full, "meV", 1)
show("barrier between wells", 1e3 * barrier, "meV")
show("spin-orbit constant zeta", 1e3 * zeta, "meV", 1)
show("zeta limit for Eg instability", 4e3 * E_tet / 3, "meV", 1)
show("static stabilisation with spin-orbit", 1e3 * stab_so, "meV")
show("Eg amplitude with spin-orbit", 1e3 * np.hypot(*Q_so[:2]), "pm")
show("T2g amplitude with spin-orbit", 1e3 * np.linalg.norm(Q_so[2:]), "pm")
show("carbon mass", mass_C, "u", 0)
show("oxygen mass", mass_O, "u", 0)
show("C-O length", d_CO, "nm", 3)
show("Eg quantum", 1e3 * hw_E, "meV", 1)
show("T2g quantum", 1e3 * hw_T, "meV", 1)
show("well-mixing factor", ham, "", 3)
show("first-order doublet-quartet splitting", 1.5e3 * zeta * ham, "meV")
show("computed doublet-quartet splitting", 1e3 * split_dyn, "meV")
show("temperature", T, "K", 0)
show("thermal energy kT", 1e3 * sc.k * T / sc.e, "meV", 1)
print("all tests passed")
```

Output:

```
A1g in symmetric square of T2g: 1
Eg in symmetric square of T2g: 1
T2g in symmetric square of T2g: 1
T1g in symmetric square of T2g: 0
number of vibrations: 33
Eg sets among vibrations: 2
T2g sets among vibrations: 2
V-C length R: 0.200 nm
decay length rho: 0.050 nm
d-pi* hopping b: 1.00 eV
pi* offset D: 3.00 eV
sigma hopping: 1.80 eV
sigma donor energy: -8.00 eV
W: 5.00 eV
t2g level: -1.00 eV
metal weight of t2g orbital: 0.80
K_E: 200 N/m
K_T: 25 N/m
K_E converted: 1248.3 eV/nm^2
K_T converted: 156.0 eV/nm^2
F_E: -9.238 eV/nm
F_T: -2.000 eV/nm
E_tet: 34.18 meV
E_tet converted: 276 cm^-1
E_trig: 17.09 meV
E_trig/E_tet: 0.500
critical K_T: 12.5 N/m
minimum found on full surface: -34.18 meV
Q_theta at minimum: -7.40 pm
axial bond change: -4.27 pm
equatorial bond change: 2.14 pm
best elongated energy, theta axis: -8.54 meV
vertical gap, linear model: 102.5 meV
vertical gap, full orbital model: 107.8 meV
barrier between wells: 12.82 meV
spin-orbit constant zeta: 15.0 meV
zeta limit for Eg instability: 45.6 meV
static stabilisation with spin-orbit: 20.36 meV
Eg amplitude with spin-orbit: 7.26 pm
T2g amplitude with spin-orbit: 0.00 pm
carbon mass: 12 u
oxygen mass: 16 u
C-O length: 0.115 nm
Eg quantum: 43.2 meV
T2g quantum: 11.2 meV
well-mixing factor: 0.305
first-order doublet-quartet splitting: 6.86 meV
computed doublet-quartet splitting: 7.30 meV
temperature: 300 K
thermal energy kT: 25.9 meV
all tests passed
```
